# Octahedral Lebedev rules with 6, 14 and 26 points: verification in Python

```python
"""
Result under test: octahedral quadrature rules for the mean over the unit sphere,
    Q[f] = sum_i w_i f(n_i),  sum_i w_i = 1,
with 6, 14 and 26 points, are exact for all polynomials in x, y, z through total
degree 3, 5 and 7, and fail at the next degree.
The points are orbits of Oh (48 signed permutations of the coordinates):
    axis (1,0,0): 6 points; edge (1,1,0)/sqrt2: 12; corner (1,1,1)/sqrt3: 8.
Weights come from the invariants 1, I4 = x^4+y^4+z^4 and I6 = x^2 y^2 z^2.
Application: mean Coulomb repulsion between a charged shell of radius r and a
point electron at distance R > r from its centre (energies eV, lengths angstrom).
"""
from itertools import permutations, product
from math import factorial
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.special import eval_legendre, factorial2, lpmv

# The group Oh and the three special orbits
group = []
for perm in permutations(range(3)):
    for signs in product((1.0, -1.0), repeat=3):
        group.append(np.diag(signs) @ np.eye(3)[list(perm)])
assert len(group) == 48

half, third = sp.Rational(1, 2), sp.Rational(1, 3)
squares = {"axis": (sp.Integer(1), sp.Integer(0), sp.Integer(0)),
           "edge": (half, half, sp.Integer(0)),
           "corner": (third, third, third)}
orbits = {}
for name, sq in squares.items():
    seed = np.sqrt(np.array([float(s) for s in sq]))
    orbits[name] = np.array(sorted({tuple(g @ seed) for g in group}))
assert [len(orbits[k]) for k in ("axis", "edge", "corner")] == [6, 12, 8]


def moment(a, b, c):
    """Closed form of the sphere mean of x^a y^b z^c."""
    if a % 2 or b % 2 or c % 2:
        return sp.Integer(0)
    top = sp.factorial2(a - 1) * sp.factorial2(b - 1) * sp.factorial2(c - 1)
    return sp.Rational(top, sp.factorial2(a + b + c + 1))


# Reference integration from the definition: polar Gauss, uniform azimuth
z_nodes, z_weights = np.polynomial.legendre.leggauss(12)
azimuth = 2 * np.pi * np.arange(24) / 24
zz, pp = np.meshgrid(z_nodes, azimuth, indexing="ij")
rho = np.sqrt(1 - zz**2)
sphere_points = np.column_stack([(rho * np.cos(pp)).ravel(),
                                 (rho * np.sin(pp)).ravel(), zz.ravel()])
sphere_weights = np.repeat(z_weights / 2 / 24, 24)


def monomial(points, powers):
    return np.prod(points ** np.array(powers), axis=1)


exponents = [p for p in product(range(9), repeat=3) if sum(p) <= 8]
reference = {p: sphere_weights @ monomial(sphere_points, p) for p in exponents}
for p in exponents:
    assert abs(reference[p] - float(moment(*p))) < 1e-13

# Group averages of all monomials span only the claimed invariants
rng = np.random.default_rng(7)
sample = rng.normal(size=(40, 3))
sample /= np.linalg.norm(sample, axis=1)[:, None]
averaged = {p: sum(monomial(sample @ g.T, p) for g in group) / 48
            for p in exponents}
i4 = (sample**4).sum(axis=1)
i6 = (sample**2).prod(axis=1)
basis = np.column_stack([np.ones(40), i4, i6, i4**2])
print("Independent Oh invariants on the sphere (dimensionless)")
for top_degree, expected in ((3, 1), (5, 2), (7, 3), (8, 4)):
    columns = np.column_stack([averaged[p] for p in exponents
                               if sum(p) <= top_degree])
    rank = np.linalg.matrix_rank(columns, tol=1e-10)
    used = basis[:, :expected]
    fit = used @ np.linalg.lstsq(used, columns, rcond=None)[0]
    assert rank == expected
    assert np.max(np.abs(fit - columns)) < 1e-11
    print(f"  through degree {top_degree}: {rank}")

# Solve for the weights using the invariants only
invariants = [lambda q: sp.Integer(1),
              lambda q: q[0]**2 + q[1]**2 + q[2]**2,
              lambda q: q[0] * q[1] * q[2]]
means = [sp.Integer(1), 3 * moment(4, 0, 0), moment(2, 2, 2)]
mean_i4_squared = 3 * moment(8, 0, 0) + 6 * moment(4, 4, 0)
print(f"Sphere means: I4 = {means[1]}, I6 = {means[2]}, "
      f"I4^2 = {mean_i4_squared}")

rules = {}
for names, degree in ((("axis",), 3), (("axis", "corner"), 5),
                      (("axis", "edge", "corner"), 7)):
    n_orbits = len(names)
    matrix = sp.Matrix(n_orbits, n_orbits,
                       lambda i, j: invariants[i](squares[names[j]]))
    assert matrix.det() != 0
    totals = matrix.LUsolve(sp.Matrix(means[:n_orbits]))
    points = np.vstack([orbits[k] for k in names])
    weights = np.concatenate([np.full(len(orbits[k]), float(t) / len(orbits[k]))
                              for k, t in zip(names, totals)])
    rules[len(points)] = (points, weights, degree, names, totals)
    text = ", ".join(f"{k} {t / len(orbits[k])} (orbit total {t})"
                     for k, t in zip(names, totals))
    print(f"{len(points)}-point weights: {text}")

# Exactness for every monomial, and failure at the next degree
print("Largest monomial error at the first failing degree (dimensionless)")
for size, (points, weights, degree, names, totals) in rules.items():
    errors = {p: abs(weights @ monomial(points, p) - reference[p])
              for p in exponents}
    assert max(e for p, e in errors.items() if sum(p) <= degree) < 1e-13
    first_failure = max(e for p, e in errors.items() if sum(p) == degree + 1)
    assert first_failure > 1e-3
    print(f"  {size} points, degree {degree + 1}: {first_failure:.6f}")

failing = [("I4", invariants[1], means[1]), ("I6", invariants[2], means[2]),
           ("I4^2", lambda q: invariants[1](q)**2, mean_i4_squared)]
print("First invariant integrated wrongly (dimensionless)")
for (size, rule), (label, function, exact) in zip(rules.items(), failing):
    value = sum(t * function(squares[k]) for k, t in zip(rule[3], rule[4]))
    assert value != exact
    print(f"  {size} points: {label} gives {value}, exact {exact}")


def harmonics(points, l_max):
    """Spherical harmonics scaled so that the sphere mean of |Y|^2 is 1."""
    phi = np.arctan2(points[:, 1], points[:, 0])
    columns = []
    for l in range(l_max + 1):
        for m in range(-l, l + 1):
            k = abs(m)
            norm = np.sqrt((2 * l + 1) * factorial(l - k) / factorial(l + k))
            columns.append(norm * lpmv(k, l, points[:, 2]) * np.exp(1j * m * phi))
    return np.column_stack(columns)


def overlap_error(points, weights, l_max):
    y = harmonics(points, l_max)
    overlap = y.conj().T @ (weights[:, None] * y)
    return np.max(np.abs(overlap - np.eye(y.shape[1])))


assert overlap_error(sphere_points, sphere_weights, 4) < 1e-12
print("Residual D_l = sum_ij w_i w_j P_l(n_i.n_j) (dimensionless)")
for size, (points, weights, degree, names, totals) in rules.items():
    cosines = np.clip(points @ points.T, -1, 1)
    residual = [weights @ eval_legendre(l, cosines) @ weights for l in range(9)]
    y_all = harmonics(points, 8)
    for l in range(1, 9):
        means_of_y = weights @ y_all[:, l * l:(l + 1)**2]
        direct = np.sum(np.abs(means_of_y)**2) / (2 * l + 1)
        assert abs(direct - residual[l]) < 1e-12
        if l <= degree or l % 2:
            assert abs(residual[l]) < 1e-13
    assert residual[degree + 1] > 1e-3
    row = ", ".join(f"l={l}: {abs(residual[l]):.6f}" for l in (2, 4, 6, 8))
    print(f"  {size} points: {row}")

print("Orthonormality of spherical harmonics under each rule")
for size, (points, weights, degree, names, totals) in rules.items():
    l_good = degree // 2
    assert overlap_error(points, weights, l_good) < 1e-12
    broken = overlap_error(points, weights, l_good + 1)
    assert broken > 1e-2
    print(f"  {size} points: holds to l = {l_good}; largest overlap error "
          f"with l = {l_good + 1} included: {broken:.4f}")

# Coulomb example
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
bohr_angstrom = constants.physical_constants["Bohr radius"][0] * 1e10
coulomb = hartree_ev * bohr_angstrom
distance = 2.0
radii = (0.5, 1.0)
directions = {"axis": np.array([0.0, 0.0, 1.0]),
              "diagonal": np.ones(3) / np.sqrt(3)}
exact_energy = coulomb / distance


def rule_energy(points, weights, radius, direction):
    separation = np.linalg.norm(distance * direction - radius * points, axis=1)
    return coulomb * (weights @ (1 / separation))


for radius in radii:
    integral = quad(lambda c: 0.5 / np.sqrt(distance**2 + radius**2
                                          - 2 * distance * radius * c), -1, 1)[0]
    assert abs(coulomb * integral - exact_energy) < 1e-9

print(f"Coulomb constant: {coulomb:.6f} eV angstrom")
print(f"Distance R: {distance:.1f} angstrom; "
      f"shell radii r: {radii[0]:.1f} and {radii[1]:.1f} angstrom")
print(f"Exact mean repulsion: {exact_energy:.6f} eV "
      f"= {exact_energy / hartree_ev:.6f} hartree")

for size, (points, weights, degree, names, totals) in rules.items():
    order = degree + 1
    # For even order, each orbit has equally many points per coordinate choice.
    leading = sp.nsimplify(sp.simplify(sum(
        t * sum(sp.legendre(order, sp.sqrt(s)) for s in squares[k]) / 3
        for k, t in zip(names, totals))))
    small_ratio = 1 / 16
    small_error = rule_energy(points, weights, small_ratio * distance,
                              directions["axis"]) / exact_energy - 1
    # The next multipole is smaller by about small_ratio**2.
    assert abs(small_error / small_ratio**order / float(leading) - 1) < 0.02
    print(f"{size} points: leading l = {order}, axis coefficient {leading}")
    axis_errors = []
    for radius in radii:
        found = {}
        for label, u in directions.items():
            energy = rule_energy(points, weights, radius, u)
            cosines = np.clip(points @ u, -1, 1)
            series = sum((radius / distance)**l
                         * (weights @ eval_legendre(l, cosines))
                         for l in range(order, 61))
            found[label] = energy - exact_energy
            assert abs(found[label] - exact_energy * series) < 1e-11
        axis_errors.append(found["axis"])
        estimate = exact_energy * float(leading) * (radius / distance)**order
        print(f"  r = {radius:.1f} angstrom: error axis {found['axis']:.4e} eV "
              f"(leading term {estimate:.4e} eV), "
              f"diagonal {found['diagonal']:.4e} eV")
    print(f"  axis error ratio, larger to smaller r: "
          f"{axis_errors[1] / axis_errors[0]:.1f} "
          f"(leading law {(radii[1] / radii[0])**order:.0f})")

print("success")
```

It prints:

```
Independent Oh invariants on the sphere (dimensionless)
  through degree 3: 1
  through degree 5: 2
  through degree 7: 3
  through degree 8: 4
Sphere means: I4 = 3/5, I6 = 1/105, I4^2 = 41/105
6-point weights: axis 1/6 (orbit total 1)
14-point weights: axis 1/15 (orbit total 2/5), corner 3/40 (orbit total 3/5)
26-point weights: axis 1/21 (orbit total 2/7), edge 4/105 (orbit total 16/35), corner 9/280 (orbit total 9/35)
Largest monomial error at the first failing degree (dimensionless)
  6 points, degree 4: 0.133333
  14 points, degree 6: 0.012698
  26 points, degree 8: 0.006349
First invariant integrated wrongly (dimensionless)
  6 points: I4 gives 1, exact 3/5
  14 points: I6 gives 1/45, exact 1/105
  26 points: I4^2 gives 3/7, exact 41/105
Residual D_l = sum_ij w_i w_j P_l(n_i.n_j) (dimensionless)
  6 points: l=2: 0.000000, l=4: 0.583333, l=6: 0.125000, l=8: 0.515625
  14 points: l=2: 0.000000, l=4: 0.000000, l=6: 0.268889, l=8: 0.172130
  26 points: l=2: 0.000000, l=4: 0.000000, l=6: 0.000000, l=8: 0.197598
Orthonormality of spherical harmonics under each rule
  6 points: holds to l = 1; largest overlap error with l = 2 included: 1.5000
  14 points: holds to l = 2; largest overlap error with l = 3 included: 1.1667
  26 points: holds to l = 3; largest overlap error with l = 4 included: 1.0938
Coulomb constant: 14.399645 eV angstrom
Distance R: 2.0 angstrom; shell radii r: 0.5 and 1.0 angstrom
Exact mean repulsion: 7.199823 eV = 0.264589 hartree
6 points: leading l = 4, axis coefficient 7/12
  r = 0.5 angstrom: error axis 1.6684e-02 eV (leading term 1.6406e-02 eV), diagonal -1.0532e-02 eV
  r = 1.0 angstrom: error axis 2.9324e-01 eV (leading term 2.6249e-01 eV), diagonal -1.4744e-01 eV
  axis error ratio, larger to smaller r: 17.6 (leading law 16)
14 points: leading l = 6, axis coefficient 11/60
  r = 0.5 angstrom: error axis 3.5445e-04 eV (leading term 3.2226e-04 eV), diagonal 5.8366e-04 eV
  r = 1.0 angstrom: error axis 2.8832e-02 eV (leading term 2.0624e-02 eV), diagonal 4.0501e-02 eV
  axis error ratio, larger to smaller r: 81.3 (leading law 64)
26 points: leading l = 8, axis coefficient 143/448
  r = 0.5 angstrom: error axis 3.4958e-05 eV (leading term 3.5067e-05 eV), diagonal 1.0709e-05 eV
  r = 1.0 angstrom: error axis 9.0480e-03 eV (leading term 8.9772e-03 eV), diagonal 3.2243e-03 eV
  axis error ratio, larger to smaller r: 258.8 (leading law 256)
success
```
